\section*{Finite-size scaling of polaron formation energies and eigenvalues}

\section{Definitions and conventions}

Hartree atomic units are used. An excess electron occupies the conduction band of a simple cubic polar insulator with lattice parameter $a$ and cell volume $\Omega=a^3$. A Brillouin-zone grid of $N_p=N^3$ points is equivalent to a periodic supercell of side $L=Na$ and volume $V=L^3$. The band energy $\varepsilon_{\mathbf k}$ is measured from the band edge of the undistorted crystal. The electron amplitudes obey
\begin{equation}
\frac1{N_p}\sum_{\mathbf k}|A_{\mathbf k}|^2=1,\qquad
A_{\mathbf R}=\frac1{N_p}\sum_{\mathbf k}e^{i\mathbf k\cdot\mathbf R}A_{\mathbf k},
\end{equation}
so $n_{\mathbf R}=|A_{\mathbf R}|^2$ is the probability of finding the electron in cell $\mathbf R$. Its Fourier component is
\begin{equation}
n_{\mathbf q}=\sum_{\mathbf R}n_{\mathbf R}e^{i\mathbf q\cdot\mathbf R}
=\frac1{N_p}\sum_{\mathbf k}A^*_{\mathbf k+\mathbf q}A_{\mathbf k}.
\end{equation}

The lattice is harmonic, with phonon frequencies $\omega_{\mathbf q\nu}$ and classical amplitudes $B_{\mathbf q\nu}$, and the coupling $g_{\mathbf q\nu}$ is linear in the displacement. One band with a rigid site orbital is kept, so that $g$ depends on $\mathbf q$ but not on $\mathbf k$. In a first-principles calculation, $\varepsilon$, $\omega$ and $g$ can be computed in the unit cell. The electron does not act on itself through its own electronic Coulomb field; it acts on itself through the lattice it distorts. The energy is
\begin{equation}
E=\frac1{N_p}\sum_{\mathbf k}\varepsilon_{\mathbf k}|A_{\mathbf k}|^2
+\frac1{N_p}\sum_{\mathbf q\nu}\left[\omega_{\mathbf q\nu}|B_{\mathbf q\nu}|^2
-2\,\mathrm{Re}\,(B^*_{\mathbf q\nu}g_{\mathbf q\nu}n_{\mathbf q})\right].
\label{energy}
\end{equation}
At its stationary point this is the formation energy: the energy of the electron with its distortion, minus that of an electron at the band edge of the undistorted crystal.

Varying $B^*$ gives $B_{\mathbf q\nu}=g_{\mathbf q\nu}n_{\mathbf q}/\omega_{\mathbf q\nu}$. The elastic cost is then $|g|^2|n|^2/\omega$ and the coupling gain is twice as large. Denote the first term of (\ref{energy}) by $T$ and define
\begin{equation}
W_{\mathbf q}=\sum_\nu\frac{2|g_{\mathbf q\nu}|^2}{\omega_{\mathbf q\nu}},\qquad
J=\frac1{N_p}\sum_{\mathbf q}W_{\mathbf q}|n_{\mathbf q}|^2 .
\end{equation}
The energy becomes $E=T-J/2$. Varying $A^*_{\mathbf k}$ with a multiplier $\varepsilon$ for the norm gives the polaron equation
\begin{equation}
\frac2{N_p}\sum_{\mathbf q\nu}B_{\mathbf q\nu}g^*_{\mathbf q\nu}A_{\mathbf k+\mathbf q}
=(\varepsilon_{\mathbf k}-\varepsilon)A_{\mathbf k}.
\label{polaron}
\end{equation}
Multiply by $A^*_{\mathbf k}/N_p$ and sum over $\mathbf k$. Since $N_p^{-1}\sum_{\mathbf k}A^*_{\mathbf k}A_{\mathbf k+\mathbf q}=n^*_{\mathbf q}$, the left side becomes $J$. Hence
\begin{equation}
E=T-\tfrac12J,\qquad \varepsilon=T-J.
\label{ET}
\end{equation}
The eigenvalue contains the full potential of the distorted lattice. The formation energy contains half of it, because creating the distortion costs the other half.

As $\mathbf q\to0$, $W_{\mathbf q}$ diverges as $1/q^2$. The singular term at $\mathbf q=0$ is omitted, which fixes the average of the long-range potential over the supercell to zero. The claim is that for a localized polaron much smaller than $L$,
\begin{equation}
E_L=E_\infty+\frac{\alpha}{2\kappa L}+O(L^{-3}),\qquad
\varepsilon_L=\varepsilon_\infty+\frac{\alpha}{\kappa L}+O(L^{-3}),
\label{claim}
\end{equation}
with $1/\kappa=1/\epsilon_\infty-1/\epsilon_0$. Here $\epsilon_\infty$ is the dielectric constant with ions clamped, $\epsilon_0$ is the static one, and $\alpha$ is a number fixed by the cubic shape. I write $s=1/\kappa$.

\section{The screening of the long-range interaction}

Both derivations need the coefficient of $1/q^2$ in $W_{\mathbf q}$. Let $i$ label the ionic displacement components in a cell, with masses $M_i$ and Born charges $Z_i$ projected on the direction of $\mathbf q$, and let $z_i=Z_i/\sqrt{M_i}$. A long-wavelength displacement $u_i$ has longitudinal polarization $P=\sum_iZ_iu_i/\Omega$. It produces the field $-4\pi P/\epsilon_\infty$, and hence the force $-(4\pi/\Omega\epsilon_\infty)Z_i\sum_jZ_ju_j$. If $D$ is the dynamical matrix without this field, the longitudinal one is
\begin{equation}
D_{\rm L}=D+c\,zz^{T},\qquad c=\frac{4\pi}{\Omega\epsilon_\infty}.
\end{equation}

The potential belonging to the field has magnitude $4\pi P/(\epsilon_\infty q)$. A mode with unit eigenvector $e_\nu$ has the displacement scale $e_{\nu i}/\sqrt{2M_i\omega_\nu}$, so $|g_\nu|=(c/q)|z\cdot e_\nu|/\sqrt{2\omega_\nu}$ and
\begin{equation}
W_{\mathbf q}\to\frac{c^2}{q^2}\sum_\nu\frac{(z\cdot e_\nu)^2}{\omega_\nu^2}
=\frac{c^2}{q^2}\,z^TD_{\rm L}^{-1}z .
\end{equation}
The inverse is taken without the uniform translations. These have components proportional to $\sqrt{M_i}$ and are orthogonal to $z$ because the Born charges sum to zero. At small but finite $q$ the acoustic frequencies are of order $q$, so dropping these modes also requires $z\cdot e_\nu$ to vanish faster than $q$. This is the case if the crystal is not piezoelectric, as is assumed here.

Let $S=z^TD^{-1}z$ and solve $D_{\rm L}x=z$. This equation reads $Dx=z(1-c\,z\cdot x)$. Applying $z^TD^{-1}$ gives $z\cdot x=S(1-c\,z\cdot x)$, or $z\cdot x=S/(1+cS)$. A static macroscopic field $F$ induces the ionic polarization $SF/\Omega$, so $\epsilon_0=\epsilon_\infty+4\pi S/\Omega$ and $1+cS=\epsilon_0/\epsilon_\infty$. Therefore
\begin{equation}
W_{\mathbf q}\to\frac{c^2}{q^2}\frac{S\epsilon_\infty}{\epsilon_0}
=\frac{4\pi}{\Omega q^2}\,\frac{\epsilon_0-\epsilon_\infty}{\epsilon_\infty\epsilon_0}
=\frac{4\pi}{\Omega q^2}\left(\frac1{\epsilon_\infty}-\frac1{\epsilon_0}\right).
\label{screen}
\end{equation}
This holds for any number of polar optical modes in a crystal that is not piezoelectric. The difference appears because the lattice supplies the part of the screening present at $\epsilon_0$ and absent at $\epsilon_\infty$. If the ions carry no Born charges, $s=0$ and the $1/L$ term vanishes.

To continue this interaction to short distances, give each site a normalized charge with Fourier transform $f(\mathbf Q)$ and set
\begin{equation}
W_{\mathbf q}=\frac{4\pi s}{\Omega}\sum_{\mathbf G}
\frac{|f(\mathbf q+\mathbf G)|^2}{|\mathbf q+\mathbf G|^2},
\label{model}
\end{equation}
leaving out $\mathbf q+\mathbf G=0$. This short-range form is a model; the $1/L$ law rests on (\ref{screen}). The $L^{-3}$ coefficients derived below depend on the model, through the constant term of $W_{\mathbf q}$ at small $q$, and a first-principles $W_{\mathbf q}$ has its own such term.

\section{First derivation: a constant potential}

The vectors $\mathbf Q=\mathbf q+\mathbf G$ run over all reciprocal vectors of the supercell. In real space, (\ref{model}) is therefore the interaction of site charges through $s\,v_L$, where
\begin{equation}
v_L(\mathbf r)=\frac{4\pi}{V}\sum_{\mathbf Q\ne0}\frac{e^{i\mathbf Q\cdot\mathbf r}}{Q^2},
\qquad
\nabla^2v_L=-4\pi\Big[\sum_{\mathbf X}\delta(\mathbf r-\mathbf X)-\frac1V\Big],
\end{equation}
and $\mathbf X$ are the supercell translations. Omitting $\mathbf Q=0$ has added a uniform neutralizing background. Near the origin, $v_L-1/r$ is smooth and has Laplacian $4\pi/V$. Since $\nabla^2r^2=6$, a particular solution is $2\pi r^2/(3V)$. What remains is harmonic with cubic symmetry: a constant plus terms of fourth and higher degree. As $v_L(\mathbf r)=L^{-1}v_1(\mathbf r/L)$,
\begin{equation}
v_L(\mathbf r)=\frac1r-\frac{\alpha}{L}+\frac{2\pi r^2}{3L^3}+O(r^4/L^5).
\label{kernel}
\end{equation}

The number $\alpha$ follows from an Ewald sum at $L=1$. Add and subtract a Gaussian charge at each lattice point $\mathbf X$. A point charge minus its Gaussian has potential $\mathrm{erfc}(\gamma r)/r$, whose space integral is $\pi/\gamma^2$; this is subtracted to keep the average zero. The Gaussians are summed in reciprocal space with $\mathbf Q=2\pi\mathbf m$, $\mathbf m$ being integer vectors. At the origin, $[\mathrm{erfc}(\gamma r)-1]/r\to-2\gamma/\sqrt\pi$, so
\begin{equation}
-\alpha=\sum_{\mathbf X\ne0}\frac{\mathrm{erfc}(\gamma X)}{X}
+\sum_{\mathbf m\ne0}\frac{e^{-\pi^2m^2/\gamma^2}}{\pi m^2}
-\frac{2\gamma}{\sqrt\pi}-\frac{\pi}{\gamma^2}.
\end{equation}
Summation gives $\alpha=2.8373$.

Let $\rho(\mathbf r)$ be the normalized polaron charge, including the width of the site charges, and $\sigma^2=\langle r^2\rangle-\langle\mathbf r\rangle^2$ its total variance. Two independent points drawn from $\rho$ have mean squared distance $2\sigma^2$. For a given localized state, (\ref{kernel}) then gives
\begin{equation}
J_L=J_\infty-\frac{s\alpha}{L}+\frac{4\pi s\sigma^2}{3L^3}+O(L^{-5}).
\label{J}
\end{equation}
The second term is the same for every normalized state. In the polaron equation it adds the same energy $s\alpha/L$ on every site, so it does not alter the amplitudes. With $T$ unchanged, (\ref{ET}) gives the shifts
\begin{equation}
-\tfrac12\left(-\frac{s\alpha}{L}\right)=\frac{\alpha}{2\kappa L},\qquad
-\left(-\frac{s\alpha}{L}\right)=\frac{\alpha}{\kappa L}.
\end{equation}
These are the slopes in (\ref{claim}), and their ratio is 2. Both shifts are positive: the periodic lattice potential binds the electron less strongly than that of an isolated distortion.

The next term depends on position and does alter the amplitudes, by an amount of order $L^{-3}$ if the localized state responds regularly. Since $E$ is stationary, this response enters it at order $L^{-6}$, and the cubic correction to $E$ is the direct one, $-2\pi s\sigma^2/(3L^3)$. The eigenvalue is not stationary; its cubic term includes the response and is found below.

\section{Second derivation: a missing grid point and a change of coupling}

The energy slope can also be found as the error of a sum over a grid. Let $\rho_{\mathbf Q}$ be the Fourier transform of $\rho$. For one and the same localized state,
\begin{equation}
\frac{J_L}{s}=\frac{4\pi}{V}\sum_{\mathbf Q\ne0}\frac{|\rho_{\mathbf Q}|^2}{Q^2},\qquad
\frac{J_\infty}{s}=\int\!\frac{d^3Q}{(2\pi)^3}\,\frac{4\pi|\rho_{\mathbf Q}|^2}{Q^2}.
\end{equation}
Take a polaron with cubic symmetry about its centre. Then $|\rho_{\mathbf Q}|^2=1-\sigma^2Q^2/3+O(Q^4)$. Split off $e^{-\eta Q^2}$ with $\eta=\sigma^2/3$. The rest is $O(Q^4)$, so after division by $Q^2$ it vanishes at the omitted point. By Poisson summation, its sum differs from its integral by the potential, summed over $\mathbf X\ne0$, of a charge distribution with no total charge and no second moments. Its odd moments vanish by inversion. That potential falls off as $X^{-5}$, so the difference is $O(L^{-5})$.

For the Gaussian part, the integral is
\begin{equation}
\frac2\pi\int_0^\infty e^{-\eta Q^2}dQ=\frac1{\sqrt{\pi\eta}}.
\end{equation}
Let $\Delta(\eta)$ be the Gaussian sum minus this integral. Differentiation with respect to $\eta$ removes the denominator $Q^2$:
\begin{equation}
\frac{d\Delta}{d\eta}=-4\pi\Big[\frac1V\sum_{\mathbf Q}e^{-\eta Q^2}-\frac1V
-\int\!\frac{d^3Q}{(2\pi)^3}e^{-\eta Q^2}\Big].
\end{equation}
The full sum and the integral differ by terms of order $e^{-L^2/4\eta}$, again by Poisson summation. What is left is $4\pi/V$, the contribution of the omitted point. Hence $\Delta=\Delta_0+4\pi\eta/V$, and the scaling $\mathbf Q=2\pi\mathbf m/L$ requires $\Delta_0\propto1/L$. Averaging (\ref{kernel}) over the Gaussian, for which $\langle r^2\rangle=6\eta$, identifies $\Delta_0=-\alpha/L$. With $\eta=\sigma^2/3$ this reproduces (\ref{J}). The $1/L$ law is thus the error of a grid sum over an integrable $1/Q^2$ singularity whose singular point is left out. The omitted cell has volume proportional to $L^{-3}$, and the integrand there is of order $L^2$, so its contribution is of order $1/L$. It amounts to $2.44/L$ of the total $\alpha/L=2.84/L$; the rest is the error of representing the integrand in each of the other cells by its value at the grid point.

Because $E$ is stationary, its first-order change is $-\tfrac12(J_L-J_\infty)$ evaluated with the isolated amplitudes. This gives the slope $\alpha s/2$.

The eigenvalue now follows without examining its potential. At fixed $L$, let $s$ vary and write $J=s\,j$, where $j$ depends on the amplitudes alone. Stationarity removes the derivative through the amplitudes, leaving $dE/ds=-j/2=-J/(2s)$. Thus
\begin{equation}
\frac{\partial(sE_L)}{\partial s}=E_L+s\frac{\partial E_L}{\partial s}
=T-\frac J2-\frac J2=\varepsilon_L .
\label{identity}
\end{equation}
This is the derivative of the energy with respect to the amount of charge. A charge $\lambda$ has energy $\lambda T-\lambda^2J/2=\lambda E(\lambda s)$, and the derivative at $\lambda=1$ is (\ref{identity}). Inserting the expansion of $E_L$,
\begin{equation}
\varepsilon_L=\frac{d(sE_\infty)}{ds}+\frac{\alpha s}{L}
-\frac{2\pi}{3L^3}\frac{d(s^2\sigma^2)}{ds}+\cdots .
\label{eps}
\end{equation}
The factor 2 is the derivative of $s^2$, since the size correction to $E$ is linear in $s$.

The cubic terms do not share this ratio in general. If the charge is so tightly bound to one site that $\sigma^2$ does not depend on $s$, their ratio is also 2. In the opposite limit of a large polaron in a continuum with band mass $m$, put $\phi(\mathbf r)=(ms)^{3/2}\chi(ms\,\mathbf r)$. The kinetic energy and $J$ then both scale as $ms^2$, and $\sigma^2\propto(ms)^{-2}$. The product $s^2\sigma^2$ is independent of $s$, and the cubic term of the eigenvalue vanishes. In that limit $E_\infty\propto s^2$, so (\ref{eps}) also gives $\varepsilon_\infty=3E_\infty$.

\section{What each derivation assumes}

Both require a harmonic lattice with classical amplitudes (the adiabatic limit, in which phonon energies are small compared with the binding), linear coupling, a crystal that is not piezoelectric, removal of the electronic self-interaction, and a localized charge small compared with $L$.

The first derivation uses the form of the potential near the polaron. It needs no symmetry of the charge and no variation of the coupling, and it shows that the $1/L$ term leaves the amplitudes unchanged. It extends to anisotropic dielectric tensors and other cell shapes at fixed proportions: the long-range kernel still scales as an inverse length, so its leading finite-size change is a constant $-C/L$. The slopes become $C/2$ and $C$; their values change and their ratio does not. The sign is not fixed either: $C$ is positive for the cube but turns negative for a strongly elongated cell.

The second uses stationarity and a localized solution that varies smoothly with $s$. As written, it takes a charge of cubic symmetry and an interaction wholly proportional to $s$. The latter condition can be lifted by letting the derivative act on a common multiplier of $J$. In return it gives the cubic term of the eigenvalue, including the response of the amplitudes, from properties of the isolated polaron.

Neither derivation covers the total energy of an uncorrected charged supercell. That energy contains direct Coulomb interactions between the electronic charge and its images, which are absent from (\ref{energy}), so the slopes found here cannot be transferred to it.

\section{Worked example}

Take a model crystal with $a=8$ bohr, $\epsilon_\infty=2$ and $\epsilon_0=10$. The band is $\varepsilon_{\mathbf k}=2t\sum_i(1-\cos k_ia)$ with $t=0.004$ hartree, and the site charges are Gaussians of standard deviation $w=3.2$ bohr per axis. Then $1/\kappa=0.5-0.1=0.4$, and the predicted slopes are
\begin{equation}
\frac{2.8373\times0.4}{2}=0.5675,\qquad 2.8373\times0.4=1.1349
\quad\text{hartree bohr}.
\end{equation}

The polaron equation was solved by a shifted power iteration, started from one site, with the lattice potential updated at each step. The isolated polaron was computed separately with the non-periodic kernel $s\,\mathrm{erf}(r/2w)/r$, so that its energy does not rely on extrapolation. The results, in millihartree, are:
\begin{center}
\begin{tabular}{rrrr}
$N$ & $L$ (bohr) & $E_L$ & $\varepsilon_L$\\
5 & 40 & $-1.923$ & $-17.988$\\
8 & 64 & $-6.749$ & $-28.305$\\
12 & 96 & $-9.600$ & $-34.112$\\
16 & 128 & $-11.053$ & $-37.042$\\
20 & 160 & $-11.930$ & $-38.806$\\
isolated & & $-15.468$ & $-45.889$
\end{tabular}
\end{center}
The isolated values are $-0.421$ eV and $-1.249$ eV.

The isolated charge has $\sigma^2=45.71$ bohr$^2$, of which $3w^2=30.72$ bohr$^2$ is the width of the site charge. The cubic coefficient of $E$ is $-(2\pi/3)\times0.4\times45.71=-38.3$ hartree bohr$^3$. At $L=128$ bohr the expansion gives, in millihartree,
\begin{equation}
-15.468+4.433-0.018=-11.053,
\end{equation}
in agreement with the table. For the eigenvalue, a numerical derivative of $s^2\sigma^2$ gives the cubic coefficient $-39.8$ hartree bohr$^3$, and
\begin{equation}
-45.8892+8.8666-0.0190=-37.0416 .
\end{equation}
The two cubic coefficients have ratio $1.04$, to be compared with the continuum value 0 and the rigid-charge value 2. By (\ref{eps}) this ratio is $2+d\ln\sigma^2/d\ln s$, so $d\ln\sigma^2/d\ln s=-0.96$ here. This is the local slope at $s=0.4$: a 1 per cent increase of $s$ lowers $\sigma^2$ by about 0.96 per cent. The two limits do not bound the ratio: it is negative wherever $\sigma^2$ falls faster than $s^{-2}$, which can happen in the crossover from a one-site polaron to one spread over many cells.

A least-squares fit of $c_0+c_1/L+c_3/L^3$ to $N=10,12,16,20$, with all coefficients free, gives slopes of $0.5675$ and $1.1348$ hartree bohr. Their ratio is $1.9995$. With $t=0.003$ hartree the extrapolated formation energy $c_0$ changes to $-19.56$ millihartree, while the fitted slopes stay at $0.5675$ and $1.1349$ hartree bohr. As long as the polaron stays small compared with $L$, the slope depends on the screening and the cell shape, not on the band.

The correction is large. To leading order its size relative to the isolated formation energy is $L_c/L$, with
\begin{equation}
L_c=\frac{\alpha}{2\kappa|E_\infty|}=\frac{0.5675}{0.015468}=36.7\ \text{bohr}.
\end{equation}
At $L=160$ bohr the error is still 23 per cent of $|E_\infty|$, and an unextrapolated error of 1 per cent would need $L\approx3700$ bohr. Extrapolation in $1/L$ is therefore part of the calculation.

The length $L_c$ also estimates where the formation energy of the localized state changes sign. At $N=3$, where $L=24$ bohr is below $L_c$, the iteration ends in a uniform state with weight $1/27$ on every site and $E=-0.003$ millihartree. This state has $T=0$, so (\ref{ET}) gives $\varepsilon=2E$; its small $J$ comes from the terms $\mathbf G\ne0$ of (\ref{model}) at $\mathbf q=0$. It is not a polaron, and its energy does not belong in the extrapolation. A calculation on such a grid would miss a polaron that is bound by 0.42 eV in the isolated limit.
